# Intrinsic Delay of a Narrow Copper Interconnect

**Question.** A copper line on a chip is 100 µm long, with a conducting cross-section of 20 nm by 40 nm. Its resistivity is 6 µΩ cm, and its capacitance to its surroundings is 0.2 fF per micrometre. How long does the line itself delay a signal, and how does this delay change with the length, the cross-section and the insulator around the line?

**Answer.**

## What is being timed

The voltage at the near end jumps at $t=0$ from zero to $V_0$ and stays there. The voltage at the far end rises gradually. The intrinsic delay $t_{50}$ is taken here as the time at which the far end reaches $V_0/2$. The choice of one half matters, as other thresholds give other times.

The word intrinsic means that the line alone is responsible. The source has no internal resistance, and nothing is connected to the far end. The line is initially uncharged, and neighbouring conductors are held at fixed voltages. The whole cross-section is taken to be copper. The resistivity and the capacitance per length are given data of the model. Circuit units are used throughout.

## Resistance and capacitance

Let $l$ be the length, $w$ and $h$ the sides of the cross-section, $\rho$ the resistivity and $C'$ the capacitance per length. Since $6\ \mu\Omega\,\mathrm{cm}=6\times10^{-8}\ \Omega\,\mathrm{m}$, the total resistance is

$$
R=\frac{\rho l}{wh}
=\frac{(6\times10^{-8})(100\times10^{-6})}{(20\times10^{-9})(40\times10^{-9})}\ \Omega
=\frac{6\times10^{-12}}{8\times10^{-16}}\ \Omega=7500\ \Omega .
$$

This is 75 Ω for each micrometre. The total capacitance is

$$
C=C'l=0.2\times100\ \mathrm{fF}=20\ \mathrm{fF}.
$$

Their product is a time,

$$
RC=(7500\ \Omega)(20\times10^{-15}\ \mathrm{F})=150\ \mathrm{ps}.
$$

This sets the scale of the delay. The numerical factor in front of it depends on how the charge spreads along the line.

## The equation for the voltage

Let $V(x,t)$ be the voltage at distance $x$ from the source, $I(x,t)$ the current towards larger $x$, and $R'=R/l$ the resistance per length. Across a short piece $dx$ the voltage falls by $R'\,dx\,I$. The current entering the piece, less the current leaving it, charges its capacitance $C'dx$. Dividing both statements by $dx$ gives

$$
\frac{\partial V}{\partial x}=-R'I,\qquad
\frac{\partial I}{\partial x}=-C'\frac{\partial V}{\partial t}.
$$

Differentiate the first equation with respect to $x$ and insert the second. The two minus signs cancel:

$$
\frac{\partial^2V}{\partial x^2}
=-R'\frac{\partial I}{\partial x}
=R'C'\frac{\partial V}{\partial t}.
$$

This is a diffusion equation. It is convenient to follow the missing fraction of the voltage, $u=1-V/V_0$, because it decays to zero. It obeys the same equation, with the conditions

$$
u(0,t)=0,\qquad \left.\frac{\partial u}{\partial x}\right|_{x=l}=0,\qquad u(x,0)=1\quad(0<x\le l).
$$

The first holds because the source fixes the near end at $V_0$. The second holds because no current leaves the open far end. The third describes the uncharged line.

## Solving for the far end

Try a product $u=X(x)e^{-\gamma t}$. The diffusion equation becomes

$$
X''=-R'C'\gamma X=-k^2X,\qquad \gamma=\frac{k^2}{R'C'} .
$$

The condition at $x=0$ selects $X=\sin kx$. The condition at $x=l$ then requires $\cos kl=0$, so

$$
k_n=\frac{(2n+1)\pi}{2l},\qquad n=0,1,2,\ldots
$$

Since $R'C'l^2=RC$, the decay rates are

$$
\gamma_n=\frac{(2n+1)^2\pi^2}{4l^2R'C'}=\frac{(2n+1)^2\pi^2}{4RC}.
$$

These sines suffice to represent the initial state. To see this, reflect the line about $x=l$ to make an interval of length $2l$. The ordinary sine series on that interval contains $\sin(m\pi x/2l)$. The terms with even $m$ are odd about $x=l$ and drop out for a reflected function, which leaves odd $m=2n+1$.

To find the coefficients in $1=\sum_n a_n\sin k_nx$, multiply by $\sin k_mx$ and integrate from 0 to $l$. For $m\ne n$,

$$
\int_0^l\sin k_mx\,\sin k_nx\,dx
=\frac12\left[\frac{\sin(k_m-k_n)l}{k_m-k_n}-\frac{\sin(k_m+k_n)l}{k_m+k_n}\right]=0,
$$

because $(k_m-k_n)l=(m-n)\pi$ and $(k_m+k_n)l=(m+n+1)\pi$. For $m=n$ the integral is $l/2$. Therefore

$$
a_n=\frac2l\int_0^l\sin k_nx\,dx
=\frac{2}{l}\,\frac{1-\cos k_nl}{k_n}
=\frac{2}{k_nl}=\frac{4}{(2n+1)\pi}.
$$

At the far end $\sin k_nl=(-1)^n$, and so

$$
\frac{V(l,t)}{V_0}=1-\frac4\pi\sum_{n=0}^{\infty}\frac{(-1)^n}{2n+1}
\exp\left[-\frac{(2n+1)^2\pi^2t}{4RC}\right].
$$

## The half-height delay

The term $n=1$ decays nine times faster than the term $n=0$. Keep the slowest term and set the voltage to one half:

$$
\frac12=\frac4\pi e^{-\pi^2t_{50}/(4RC)}
\quad\Longrightarrow\quad
e^{-\pi^2t_{50}/(4RC)}=\frac\pi8 .
$$

Taking the logarithm gives

$$
t_{50}\simeq\frac{4}{\pi^2}\ln\left(\frac8\pi\right)RC=0.379\,RC .
$$

For the given line this is $0.3788\times150\ \mathrm{ps}=56.8$ ps, or **about 57 ps**.

The error of the truncation can be bounded. The series alternates in sign and its terms decrease in size, so the omitted part is no larger than its first term. At the calculated time that term is

$$
\frac{4}{3\pi}\left(\frac\pi8\right)^9=9.4\times10^{-5}
$$

of the full step. It raises the voltage, so the true crossing comes slightly earlier. Solving the series numerically with 60 terms gives 56.812 ps, against 56.824 ps from the one-term formula. The difference of 0.012 ps has no practical weight, since the input data are much less precise. If the capacitance per length were 0.15 or 0.25 fF/µm instead of 0.2, the delay would be 43 or 71 ps.

## How the far end rises

The full series gives these voltages:

| Time (ps) | Far-end voltage / $V_0$ |
|---:|---:|
| 15 | 0.051 |
| 30 | 0.228 |
| 75 | 0.629 |
| 150 | 0.892 |
| 300 | 0.991 |

At late times one exponential remains, with decay time $4RC/\pi^2=60.8$ ps. At early times one term is not enough. At 15 ps it would give $1-(4/\pi)e^{-15/60.79}=0.005$, a tenth of the correct value. The simple delay formula works because the half-height crossing comes late enough for the higher terms to have died away.

For a higher threshold, a fraction $f$ of the step, the same one-term step gives

$$
t_f\simeq\frac{4RC}{\pi^2}\ln\frac{4}{\pi(1-f)} .
$$

With $f=0.9$ this is $60.79\ln(12.73)\ \mathrm{ps}\approx155$ ps. A circuit that needs 90 percent of the step therefore waits almost three times as long as one that responds at half height.

## Why the factor is smaller than for one resistor and one capacitor

Suppose the line were replaced by a single resistor $R$ feeding a single capacitor $C$. With $v=V/V_0$, the charging equation is $RC\,dv/dt=1-v$, so

$$
t_{50}^{\text{lumped}}=RC\int_0^{1/2}\frac{dv}{1-v}=RC\ln2=104\ \mathrm{ps}.
$$

This is 1.8 times the delay of the real, distributed line. The reason appears when the voltage drop is integrated over time. At the far end,

$$
V_0-V(l,t)=\int_0^lR'I(x,t)\,dx .
$$

Over the whole charging process, the charge that passes position $x$ is what is needed to fill the line beyond it:

$$
\int_0^\infty I(x,t)\,dt=C'(l-x)V_0 .
$$

Combining the two relations gives

$$
\int_0^\infty\left[1-\frac{V(l,t)}{V_0}\right]dt
=R'C'\int_0^l(l-x)\,dx=\frac{R'C'l^2}{2}=\frac{RC}{2}=75\ \mathrm{ps}.
$$

This integral is called the Elmore delay. Integration by parts shows that it equals $\int_0^\infty t\,(dv/dt)\,dt$ with $v=V(l,t)/V_0$, which is the mean time of the rise. For the lumped circuit the same integral is $RC$, because all the charge passes through all the resistance. In the distributed line, much of the charge is stored before it has crossed the full length, and the mean delay is halved.

The Elmore delay is a mean and $t_{50}$ is a median, so they need not agree. Here the far end has already reached 0.629 of the step at 75 ps.

## How the delay scales

Written in terms of the data, the result is

$$
t_{50}\simeq0.379\,\frac{\rho\,C'\,l^2}{wh}.
$$

**Length.** Resistance and capacitance both grow in proportion to $l$, so the delay grows as $l^2$. A 200 µm line with the same cross-section takes 227 ps, four times as long. A 50 µm line takes about 14 ps.

This is why a long line may be divided by repeaters, which detect the half-height crossing and send out a fresh step. With $N$ equal segments, each has delay $t_{50}/N^2$. If each of the $N-1$ repeaters adds a time $t_r$, the total is

$$
t_N=\frac{t_{50}}{N}+(N-1)t_r .
$$

This is shorter than $t_{50}$ if $t_r<t_{50}/N$. For two segments the repeater must take less than 28 ps. The estimate treats repeaters as ideal sources with no input capacitance, so it is optimistic.

**Insulator.** In a uniform dielectric of relative permittivity $\kappa$, the charge on the conductors at given voltages is proportional to $\kappa$. Thus $C'$ and $t_{50}$ are proportional to $\kappa$ at fixed geometry. A reduction of $\kappa$ by 20 percent would shorten the delay from 56.8 to 45.4 ps. If only part of the surrounding insulator is replaced, the gain is not given by this simple proportion.

**Cross-section.** Let all transverse dimensions, including the distances to neighbouring conductors, shrink by a common factor $s<1$. The capacitance per length is a permittivity times a number that depends on the shape alone, so $C'$ does not change. The area $wh$ falls by $s^2$, and at fixed resistivity and length the delay rises by $1/s^2$. Halving the transverse dimensions therefore makes the delay four times longer, about 227 ps. If the length also shrinks by $s$, the two changes cancel and the delay stays the same. Both statements assume a fixed resistivity. At these sizes the resistivity of copper rises as the line narrows, because electrons scatter more often at walls and grain boundaries. A real line with halved transverse dimensions is therefore more than four times slower at the same length, and still slower than the original when the length is halved too.

## What a circuit adds

**Driver and load.** Let the source have a constant resistance $R_d$, and let a capacitance $C_L$ be attached to the far end. The time-integral argument still applies. The source resistance carries the charge $(C+C_L)V_0$, and each part of the line carries the additional charge $C_LV_0$. The mean delay becomes

$$
R_d(C+C_L)+\frac{RC}{2}+RC_L .
$$

With $R_d=1$ kΩ and no load, the driver adds $1\ \mathrm{k\Omega}\times20\ \mathrm{fF}=20$ ps to the mean delay of 75 ps. The intrinsic value is therefore only a part of the delay in a working circuit.

**Switching neighbours.** Consider two identical lines, each with capacitance $C'_g$ per length to fixed conductors and $C'_c$ to the other line, where $C'=C'_g+C'_c$. If they receive equal and opposite steps at the same time, the voltage between them changes twice as fast as the voltage of either line. The effective capacitance is then $C'_g+2C'_c$. If they receive equal steps, the voltage between them stays constant and the effective capacitance is $C'_g$. Opposite switching can thus raise the delay towards twice 57 ps when most of the capacitance is between the two lines. A neighbour that does not switch is not a fixed conductor either, since it is held only at its driven end and is as resistive as the line itself. The response is then the average of the two cases above. The mean delay stays at 75 ps, but the half-height delay is shorter than 57 ps, about 33 ps for $C'_c=0.8\,C'$.

## Is it safe to ignore magnetism?

A changing current also produces an inductive voltage. With inductance $L'$ per length, the first line equation becomes

$$
\frac{\partial V}{\partial x}=-R'I-L'\frac{\partial I}{\partial t}.
$$

After a Laplace transform in time, with variable $s$ (now a rate, not the shrink factor), this and the charge equation give $\tilde V''=q^2\tilde V$, where $q^2=(R'+sL')sC'$. The solution that equals $V_0/s$ at the source and has zero slope at the open end is

$$
\tilde V(x,s)=\frac{V_0}{s}\,\frac{\cosh q(l-x)}{\cosh ql},
\qquad
\tilde V(l,s)=\frac{V_0}{s\cosh\sqrt{(R+sL)sC}},
$$

with $L=L'l$. Take $L'=1$ pH/µm as a trial value, so that $L=100$ pH. Inverting the transform numerically by Talbot's method shows that the half-height crossing moves later by about 1 fs, which is negligible beside 57 ps.

The time scales show why the effect is so small. A wave on a line without resistance would need $\sqrt{LC}=1.4$ ps to reach the far end, whereas $RC$ is 150 ps. In the transform, inductance replaces $R$ by $R+sL$. For $s$ of order $1/RC$, the relative change is of order $L/(R^2C)=(\sqrt{LC}/RC)^2\approx9\times10^{-5}$. The corresponding time is $L/R=13$ fs. The shift at half height is smaller than this because it changes sign nearby: the 10 percent crossing comes about 19 fs later and the 90 percent crossing about 21 fs earlier. Because $RC$ grows as $l^2$ and $\sqrt{LC}$ as $l$, the neglect of inductance becomes worse for shorter lines. It also becomes worse for lines of larger cross-section, whose resistance is lower. When the two times are comparable, the diffusion equation must be replaced by the full line equations.

The use of the whole cross-section in $R$ also needs the current to spread through the metal quickly. Inside the metal, Ohm's law and Maxwell's equations without displacement current give magnetic diffusion with diffusion constant $\rho/\mu_0$. The time to cross the larger side is of order $\mu_0h^2/\rho=0.03$ ps. This is far below the signal delay, so there is no skin effect and the whole cross-section carries current. The current density is still not strictly uniform. The mean free path of electrons in pure copper, about 39 nm, exceeds the width of the line, and scattering at the walls lowers the current near them. The given resistivity is to be read as an effective average over the cross-section, which is all that $R$ requires.
